**Core polarisation missed by a frozen-core contact field**

The program compares the contact field $B$, proportional to the majority-minus-minority spin density $m(0)$ at a nucleus, with and without a spin-independent frozen core. For each s shell $c$ of Mn$^{2+}$ it evaluates $m_c(0)=2\sum_{a\ne c}\phi_c(0)\phi_a(0)\langle a|K|c\rangle/(e_a-e_c)$, where $\phi_a$ and $e_a$ are orbitals and energies of the spin-averaged Fock operator and $K$ is the exchange operator of the spin density matrix. It asserts that these values agree with separately diagonalised spin-up and spin-down Fock operators to within 5% of the largest shell contribution. It also asserts the hydrogen prefactor, the vanishing contact density of the bare 3d shell, the outward shift of the majority Mn 2s orbital, a negative core term in Mn$^{2+}$ and a positive one in lithium. The UHF field of Mn$^{2+}$ is −4.25 T with 1s, 2s and 2p frozen and −79.56 T in full. In planar methyl the core term of −5.10 T opposes a frozen-core field of 13.07 T, whereas in lithium a term of +3.10 T reinforces 8.63 T. PBE0 keeps the large negative core term in Mn$^{2+}$ but reverses the sign of the small frozen-core field.

## Verification by program

```python
"""Core exchange polarisation and the contact hyperfine field.

Result under test: a calculation with a spin-independent frozen core misses
a contact term. For an s shell c of the spin-averaged Fock operator,
 m_c(0) = 2 sum_a phi_c(0) phi_a(0) <a|K|c> / (e_a-e_c),  a != c,
where K is the exchange operator of the spin density matrix, e are orbital
energies, and m is majority-spin minus minority-spin density (bohr^-3).
The contact field is B = (2/3) mu0 (g/2) muB m(0), positive along the
electron moment. "Frozen" means equal core orbitals for both spins, with
valence orbitals relaxed in the orthogonal complement.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf import gto, scf, dft, lib

lib.num_threads(1)


def codata(name):
    return const.physical_constants[name][0]


g_electron = abs(codata('electron g factor'))
mu_bohr = codata('Bohr magneton')
mu_nuclear = codata('nuclear magneton')
bohr = codata('Bohr radius')
hartree = codata('Hartree energy')
hartree_ev = hartree / const.e
tesla_per_density = (2 / 3 * const.mu_0 * g_electron / 2
                     * mu_bohr / bohr**3)


def coupling_mhz(density, nuclear_g, spin):
    field = tesla_per_density * density
    return nuclear_g * mu_nuclear * field / (const.h * spin) / 1e6


# The field prefactor is checked against the hydrogen splitting written
# with the fine-structure constant and the mass ratio.
g_proton = codata('proton g factor')
hydrogen_from_field = coupling_mhz(1 / np.pi, g_proton, 0.5)
hydrogen_from_alpha = (g_electron / 2 * 4 / 3 * g_proton
                       / codata('proton-electron mass ratio')
                       * const.alpha**2 * hartree / const.h / 1e6)
assert abs(hydrogen_from_field / hydrogen_from_alpha - 1) < 1e-6


def even_tempered(l, smallest, ratio, count):
    return [[l, [smallest * ratio**k, 1.0]] for k in range(count)]


def converge(mf, dm0=None):
    mf.conv_tol = 1e-8
    mf.conv_tol_grad = 1e-5
    mf.max_cycle = 100
    mf.chkfile = None
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf


def amplitudes_at_nucleus(mol):
    return mol.eval_gto('GTOval_sph', np.zeros((1, 3)))[0]


def contact(dm, amplitude):
    return float(amplitude @ (dm[0] - dm[1]) @ amplitude)


def compare_with_frozen_core(mf, ncore):
    """Return full and frozen-core contact densities and energy penalty."""
    mol = mf.mol
    amplitude = amplitudes_at_nucleus(mol)
    hcore, overlap = mf.get_hcore(), mf.get_ovlp()
    full_dm = np.array(mf.make_rdm1())

    def fock_of(dm):
        return hcore + np.asarray(mf.get_veff(mol, dm))

    fock = fock_of(full_dm)
    orbitals = eigh(fock.mean(axis=0), overlap)[1]
    core, complement = orbitals[:, :ncore], orbitals[:, ncore:]
    core_dm = core @ core.T
    nvalence = [n - ncore for n in mf.nelec]

    def project(fock_pair):
        return np.array([complement.T @ f @ complement for f in fock_pair])

    def occupy(fock_valence):
        small, large = [], []
        for f, n in zip(fock_valence, nvalence):
            vectors = eigh((f + f.T) / 2)[1][:, :n]
            ao_vectors = complement @ vectors
            small.append(vectors @ vectors.T)
            large.append(core_dm + ao_vectors @ ao_vectors.T)
        return np.array(small), np.array(large)

    valence_dm, dm = occupy(project(fock))
    accelerator = lib.diis.DIIS()
    accelerator.space = 8
    converged = False
    for _ in range(80):
        fock_valence = project(fock_of(dm))
        error = fock_valence @ valence_dm - valence_dm @ fock_valence
        if np.max(np.abs(error)) < 1e-5:
            converged = True
            break
        fock_valence = accelerator.update(fock_valence, xerr=error)
        valence_dm, dm = occupy(fock_valence)
    assert converged
    penalty = float(mf.energy_tot(dm) - mf.energy_tot(full_dm))
    assert penalty > -1e-6
    nalpha, nbeta = mf.nelec
    open_orbitals = orbitals[:, nbeta:nalpha]
    full = contact(full_dm, amplitude)
    frozen = contact(dm, amplitude)
    return {'full': full, 'frozen': frozen, 'core': full - frozen,
            'open': float(np.sum((amplitude @ open_orbitals)**2)),
            'penalty': penalty}


# Mn2+: begin from the closed argon-like core and add five majority 3d
# electrons, so that the intended sextet is selected.
mn_basis = (even_tempered(0, 0.06, 2.5, 22)
            + even_tempered(1, 0.08, 2.6, 12)
            + even_tempered(2, 0.12, 2.6, 7))
mn_core_mol = gto.M(atom='Mn 0 0 0', charge=7, spin=0,
                    basis={'Mn': mn_basis}, verbose=0)
mn_mol = gto.M(atom='Mn 0 0 0', charge=2, spin=5,
               basis={'Mn': mn_basis}, verbose=0)
mn_core = converge(scf.RHF(mn_core_mol))
start_up = mn_core.mo_coeff[:, :14]
start_dn = mn_core.mo_coeff[:, :9]
mn = scf.UHF(mn_mol)
mn._eri = mn_core._eri
converge(mn, np.array([start_up @ start_up.T, start_dn @ start_dn.T]))
mn_result = compare_with_frozen_core(mn, 5)

amplitude = amplitudes_at_nucleus(mn_mol)
loc = mn_mol.ao_loc_nr()
s_index = np.array([loc[b] for b in range(mn_mol.nbas)
                    if mn_mol.bas_angular(b) == 0])
s_block = np.ix_(s_index, s_index)
s_amplitude = amplitude[s_index]
s_overlap = mn.get_ovlp()[s_block]

# The cusp capability of the basis is tested on one-electron Mn24+.
one_electron = eigh(mn.get_hcore()[s_block], s_overlap)[1][:, 0]
basis_ratio = float((s_amplitude @ one_electron)**2 / (25**3 / np.pi))
assert abs(basis_ratio - 1) < 0.02

d_orbitals = mn.mo_coeff[0][:, 9:14]
bare_d_contact = float(np.sum((amplitude @ d_orbitals)**2))
assert bare_d_contact < 1e-6

mn_dm = np.array(mn.make_rdm1())
mn_fock = mn.get_hcore() + np.asarray(mn.get_veff(mn_mol, mn_dm))
up = eigh(mn_fock[0][s_block], s_overlap)[1][:, :3]
dn = eigh(mn_fock[1][s_block], s_overlap)[1][:, :3]
density_up = (s_amplitude @ up)**2
density_dn = (s_amplitude @ dn)**2
shell_contact = density_up - density_dn
assert abs(shell_contact.sum() - mn_result['full']) < 0.02

average_energy, average = eigh(mn_fock.mean(axis=0)[s_block], s_overlap)
average_amplitude = s_amplitude @ average
energy_gap = average_energy[None, :] - average_energy[:, None]
np.fill_diagonal(energy_gap, np.inf)


def first_order_terms(source_dm):
    exchange = scf.hf.dot_eri_dm(mn._eri, source_dm, hermi=1)[1]
    matrix = average.T @ exchange[s_block] @ average
    return (2 * np.outer(average_amplitude, average_amplitude)
            * matrix / energy_gap)


terms = first_order_terms(mn_dm[0] - mn_dm[1])
shell_first_order = terms[:3].sum(axis=1)
assert (np.max(np.abs(shell_first_order - shell_contact))
        < 0.05 * np.max(np.abs(shell_contact)))
bare_terms = first_order_terms(d_orbitals @ d_orbitals.T)

r2 = mn_mol.intor('int1e_r2')[s_block]
r2_up = np.diag(up.T @ r2 @ up)
r2_dn = np.diag(dn.T @ r2 @ dn)
r2_percent = 200 * (r2_up - r2_dn) / (r2_up + r2_dn)
assert r2_percent[1] > 0
assert mn_result['full'] < 0 and mn_result['core'] < 0
assert abs(mn_result['core']) > 0.1 * abs(mn_result['full'])

mn_pbe0 = dft.UKS(mn_mol)
mn_pbe0.xc = 'pbe0'
mn_pbe0._eri = mn._eri
mn_pbe0.grids.atom_grid = {'Mn': (120, 50)}
mn_pbe0.grids.prune = None
converge(mn_pbe0, mn_dm)
mn_pbe0_result = compare_with_frozen_core(mn_pbe0, 5)

# Lithium tests an open shell of s symmetry.
li_mol = gto.M(atom='Li 0 0 0', spin=1, verbose=0,
               basis={'Li': even_tempered(0, 0.02, 2.5, 18)})
li_result = compare_with_frozen_core(converge(scf.UHF(li_mol)), 1)
assert li_result['core'] > 0

# Methyl is a minimal model of a carbon dangling bond.
bond_angstrom = 1.09
c_basis = (even_tempered(0, 0.05, 2.5, 18)
           + even_tempered(1, 0.05, 2.5, 8) + [[2, [0.8, 1.0]]])


def methyl(polar_angle):
    atoms = [['C', (0.0, 0.0, 0.0)]]
    for phi in 2 * np.pi * np.arange(3) / 3:
        atoms.append(['H', tuple(bond_angstrom * np.array([
            np.sin(polar_angle) * np.cos(phi),
            np.sin(polar_angle) * np.sin(phi), np.cos(polar_angle)]))])
    mol = gto.M(atom=atoms, spin=1, verbose=0,
                basis={'C': c_basis, 'H': 'cc-pvdz'})
    return converge(scf.UHF(mol))


planar = methyl(np.pi / 2)
planar_result = compare_with_frozen_core(planar, 1)
tetrahedral = methyl(np.arccos(-1 / 3))
tetrahedral_result = compare_with_frozen_core(tetrahedral, 1)
assert planar_result['open'] < 1e-6
assert tetrahedral_result['open'] > 0.01

methyl_pbe0 = dft.UKS(tetrahedral.mol)
methyl_pbe0.xc = 'pbe0'
methyl_pbe0._eri = tetrahedral._eri
methyl_pbe0.grids.atom_grid = {'C': (75, 194), 'H': (40, 110)}
converge(methyl_pbe0, np.array(tetrahedral.make_rdm1()))
methyl_pbe0_result = compare_with_frozen_core(methyl_pbe0, 1)

# Relativistic size: radial integral of the hydrogenic Dirac 1s state,
# divided by its non-relativistic limit.
z_alpha = 25 * const.alpha
gamma = np.sqrt(1 - z_alpha**2)
small_to_large = (1 - gamma) / z_alpha


def radial_integral(power):
    def integrand(x):
        return x**power * np.exp(-x)
    return quad(integrand, 0, 1)[0] + quad(integrand, 1, np.inf)[0]


relativistic_factor = (4 * small_to_large / (1 + small_to_large**2)
                       * radial_integral(2 * gamma - 2)
                       / radial_integral(2 * gamma) / z_alpha)
assert abs(relativistic_factor * gamma * (2 * gamma - 1) - 1) < 1e-5

g_mn55, g_c13 = 1.38, 1.40  # rounded tabulated nuclear g factors


def show(label, value, unit, digits=3):
    print(f'{label}: {value:.{digits}f} {unit}')


show('Field per unit spin density', tesla_per_density, 'T bohr^3')
show('Hydrogen prefactor check', hydrogen_from_field, 'MHz', 2)
show('Mn24+ basis density / exact', basis_ratio, '(ratio)', 4)
show('Mn2+ UHF <S^2>', mn.spin_square()[0], '(hbar^2)', 4)
print(f'Mn2+ bare 3d contact: {bare_d_contact:.1e} bohr^-3')
for name, result in [('Mn2+ UHF', mn_result), ('Mn2+ PBE0', mn_pbe0_result),
                     ('Li UHF', li_result), ('CH3 planar UHF', planar_result),
                     ('CH3 tetra UHF', tetrahedral_result),
                     ('CH3 tetra PBE0', methyl_pbe0_result)]:
    fields = [tesla_per_density * result[key]
              for key in ('frozen', 'core', 'full')]
    print(f'{name} frozen, core, full: '
          + ', '.join(f'{field:.2f}' for field in fields) + ' T')
for k, shell in enumerate(['1s', '2s', '3s']):
    mean_density = (density_up[k] + density_dn[k]) / 2
    show(f'Mn {shell} density per spin', mean_density, 'bohr^-3', 2)
    print(f'Mn {shell} field UHF, first order: '
          f'{tesla_per_density * shell_contact[k]:.2f}, '
          f'{tesla_per_density * shell_first_order[k]:.2f} T')
    show(f'Mn {shell} contact polarisation',
         100 * shell_contact[k] / mean_density, '%', 4)
    show(f'Mn {shell} <r^2> up-down change', r2_percent[k], '%', 4)
show('Mn first order, 1s+2s to virtual',
     tesla_per_density * terms[:2, 3:].sum(), 'T', 2)
show('Mn first order, 3s to virtual',
     tesla_per_density * terms[2, 3:].sum(), 'T', 2)
show('Mn 3s gain from core-shell mixing',
     tesla_per_density * terms[2, :2].sum(), 'T', 2)
show('Mn first order, bare 3d source',
     tesla_per_density * bare_terms[:3, 3:].sum(), 'T', 2)
show('Mn energy gain on freeing core',
     1000 * hartree_ev * mn_result['penalty'], 'meV', 2)
show('55Mn nuclear g input', g_mn55, '(rounded)', 2)
show('55Mn frozen-core coupling',
     coupling_mhz(mn_result['frozen'], g_mn55, 2.5), 'MHz', 1)
show('55Mn full UHF coupling',
     coupling_mhz(mn_result['full'], g_mn55, 2.5), 'MHz', 1)
show('C-H bond input', bond_angstrom / 10, 'nm', 3)
show('CH3 planar UHF <S^2>', planar.spin_square()[0], '(hbar^2)', 4)
show('CH3 tetra UHF <S^2>', tetrahedral.spin_square()[0], '(hbar^2)', 4)
show('CH3 tetra open orbital field',
     tesla_per_density * tetrahedral_result['open'], 'T', 2)
show('13C nuclear g input', g_c13, '(rounded)', 2)
for name, result in [('planar', planar_result), ('tetra', tetrahedral_result)]:
    print(f'13C {name} frozen, full coupling: '
          f'{coupling_mhz(result["frozen"], g_c13, 0.5):.1f}, '
          f'{coupling_mhz(result["full"], g_c13, 0.5):.1f} MHz')
show('Mn hydrogenic 1s relativistic factor', relativistic_factor,
     '(ratio)', 4)
show('Mn field from 0.01 4s spin',
     tesla_per_density * 0.01 * average_amplitude[3]**2, 'T', 2)
print('success')
```

Output:

```
Field per unit spin density: 52.491 T bohr^3
Hydrogen prefactor check: 1422.81 MHz
Mn24+ basis density / exact: 0.9959 (ratio)
Mn2+ UHF <S^2>: 8.7507 (hbar^2)
Mn2+ bare 3d contact: 2.2e-22 bohr^-3
Mn2+ UHF frozen, core, full: -4.25, -75.31, -79.56 T
Mn2+ PBE0 frozen, core, full: 4.98, -66.96, -61.98 T
Li UHF frozen, core, full: 8.63, 3.10, 11.73 T
CH3 planar UHF frozen, core, full: 13.07, -5.10, 7.97 T
CH3 tetra UHF frozen, core, full: 22.77, -3.16, 19.61 T
CH3 tetra PBE0 frozen, core, full: 19.40, -3.37, 16.03 T
Mn 1s density per spin: 4764.09 bohr^-3
Mn 1s field UHF, first order: -3.37, -3.37 T
Mn 1s contact polarisation: -0.0013 %
Mn 1s <r^2> up-down change: 0.0048 %
Mn 2s density per spin: 433.25 bohr^-3
Mn 2s field UHF, first order: -145.86, -145.86 T
Mn 2s contact polarisation: -0.6414 %
Mn 2s <r^2> up-down change: 0.8267 %
Mn 3s density per spin: 58.28 bohr^-3
Mn 3s field UHF, first order: 69.68, 69.66 T
Mn 3s contact polarisation: 2.2776 %
Mn 3s <r^2> up-down change: -0.8076 %
Mn first order, 1s+2s to virtual: -74.28 T
Mn first order, 3s to virtual: -5.29 T
Mn 3s gain from core-shell mixing: 74.95 T
Mn first order, bare 3d source: -77.57 T
Mn energy gain on freeing core: 11.64 meV
55Mn nuclear g input: 1.38 (rounded)
55Mn frozen-core coupling: -17.9 MHz
55Mn full UHF coupling: -334.7 MHz
C-H bond input: 0.109 nm
CH3 planar UHF <S^2>: 0.7612 (hbar^2)
CH3 tetra UHF <S^2>: 0.7575 (hbar^2)
CH3 tetra open orbital field: 9.80 T
13C nuclear g input: 1.40 (rounded)
13C planar frozen, full coupling: 278.9, 170.1 MHz
13C tetra frozen, full coupling: 486.0, 418.6 MHz
Mn hydrogenic 1s relativistic factor: 1.0524 (ratio)
Mn field from 0.01 4s spin: 1.88 T
success
```
